\section*{Does a spin-density functional contain the dipole forces between spins?}

\section*{The argument under review}

The manuscript studies a ferromagnetic film with a spin-density functional and no spin-orbit coupling. Its argument has three steps.

\begin{enumerate}
\item The energy falls when the electrons are spin-polarized. Electrons carry magnetic moments, so this gain is the magnetic interaction of the moments.
\item The functional therefore already contains the magnetostatic energy.
\item The preference of the film for in-plane or perpendicular magnetization can be read from two calculations with the spins turned, and nothing need be added.
\end{enumerate}

To judge this, one must ask which interaction makes the functional depend on spin, and whether that interaction can tell one spin direction from another. I use Hartree atomic units, with $\alpha$ the fine-structure constant, and $g=2$ for the electron. Energies are quoted in eV and lengths in angstrom.

\section*{Where the spin dependence comes from}

Take two electrons in two fixed, degenerate, orthonormal real orbitals $a$ and $b$, such as the two open $\pi$ orbitals of O$_2$. The only interaction is $1/r_{12}$, which contains no spin operator. Antisymmetry ties the spatial function to the spin function:
\begin{equation}
\Phi_{\mp}=\frac{a(1)b(2)\mp b(1)a(2)}{\sqrt2},
\end{equation}
with the minus sign for the triplet and the plus sign for a singlet. Squaring and integrating against $1/r_{12}$ gives
\begin{equation}
E_{\mp}=J\mp K,\qquad J=(aa|bb),\quad K=(ab|ab),
\end{equation}
where $(f|h)=\iint f(1)h(2)/r_{12}$. $K$ is positive, because it is twice the electrostatic self-energy of the charge density $ab$.

There are two more singlets, $(aa\mp bb)/\sqrt2$, with energies $(aa|aa)\mp K$. For a $\pi$ pair, the rotated orbitals $(a\pm b)/\sqrt2$ are equally good, and their symmetric product is $(aa-bb)/\sqrt2$. This state must then be degenerate with $\Phi_+$, so $(aa|aa)=J+2K$, and the last singlet lies at $J+3K$. The gap from the triplet to the lowest singlets is
\begin{equation}
E_{\rm singlet}-E_{\rm triplet}=2K .
\end{equation}
With these fixed orthonormal orbitals, parallel spins are favoured because the triplet spatial function vanishes where the electrons meet, which lowers their Coulomb repulsion. No magnetic moment has entered, and $\alpha$ does not appear.

The local spin-density approximation (LSDA) takes the same physics from the uniform electron gas. Let $n_s$ be the density of spin $s$ and $k_s=(6\pi^2n_s)^{1/3}$ its Fermi wavenumber. The one-particle density matrix is
\begin{equation}
\rho_s(r)=\int_{k<k_s}\!\frac{d^3k}{(2\pi)^3}\,e^{i\mathbf k\cdot\mathbf r}
=3n_s\,\frac{j_1(x)}{x},\qquad x=k_sr,
\end{equation}
with $j_1$ a spherical Bessel function. Like-spin electrons have the pair density $n_s^2-\rho_s^2$. The first term is cancelled, with the rest of the direct energy, by the neutralizing background. The second is the exchange hole, with energy per volume
\begin{equation}
e_x=-\frac12\sum_s\int_0^\infty\!4\pi r^2\,\frac{\rho_s^2}{r}\,dr
=-\frac12\sum_s\frac{36\pi n_s^2}{k_s^2}\int_0^\infty\frac{j_1^2}{x}\,dx .
\end{equation}
From $j_0'=-j_1$ and $j_1'=j_0-2j_1/x$ one finds $(j_0^2+j_1^2)'=-4j_1^2/x$. Since $j_0^2+j_1^2$ falls from 1 to 0, the integral is $1/4$. With $n_s=k_s^3/6\pi^2$,
\begin{equation}
e_x=-\sum_s\frac{k_s^4}{8\pi^3}.
\end{equation}
This is the exchange part of LSDA; the numerical check compares the integrated hole with a standard implementation. The correlation part describes the same gas with the same Coulomb interaction. The full answer to the first question is therefore Coulomb exchange and correlation, made spin-dependent by antisymmetry.

For total density $n$, the unpolarized gas has $e_x=-\frac34(3/\pi)^{1/3}n^{4/3}$. Full polarization replaces two terms with $k^3=3\pi^2n$ by one with $k^3=6\pi^2n$, which multiplies $e_x$ by $2^{4/3}/2=2^{1/3}$. The exchange gain per electron is
\begin{equation}
g_x=\tfrac34\left(\tfrac3\pi\right)^{1/3}\left(2^{1/3}-1\right)n^{1/3}.
\label{gain}
\end{equation}
The kinetic cost of polarization and the change in correlation are not included in $g_x$.

\section*{Why turning the spins reveals nothing}

At each point LSDA needs the two eigenvalues of the $2\times2$ spin-density matrix,
\begin{equation}
\tfrac12\left(n\,\mathbf 1+\mathbf m\cdot\boldsymbol\sigma\right)
\quad\Rightarrow\quad n_\pm=\tfrac12\left(n\pm|\mathbf m|\right),
\end{equation}
where $\mathbf m$ is the spin-density vector, counted in electrons. A common rotation of all spins turns $\mathbf m$ everywhere by the same amount and leaves $|\mathbf m|$ alone. Gradient functionals behave in the same way if they use gradients of $n_\pm$. The kinetic energy and the electrostatic energy do not involve spin direction either. Without spin-orbit coupling, the two calculations proposed in the manuscript must agree, and any difference between them is numerical error.

Spin-orbit coupling removes this invariance, because it ties the spins to the orbitals and so to the lattice. The result is magnetocrystalline anisotropy. It is a real effect, but it is not the force of one spin moment on another, and including it does not bring that force into the functional.

\section*{The missing interaction}

The moment of an electron is $\boldsymbol\mu=-\alpha\mathbf s$, of size $\alpha/2$. With $\mathbf r=\mathbf r_1-\mathbf r_2$, the field of moment 2 at electron 1 is $\nabla\times\nabla\times(\boldsymbol\mu_2/r)$. The energy $-\boldsymbol\mu_1\cdot\mathbf B$ is then
\begin{align}
H_{ss}&=-\alpha^2(\mathbf s_1\!\cdot\!\nabla)(\mathbf s_2\!\cdot\!\nabla)\frac1r
+\alpha^2\,\mathbf s_1\!\cdot\!\mathbf s_2\,\nabla^2\frac1r\nonumber\\
&=\alpha^2\left[\frac{\mathbf s_1\!\cdot\!\mathbf s_2-3(\mathbf s_1\!\cdot\!\hat{\mathbf r})(\mathbf s_2\!\cdot\!\hat{\mathbf r})}{r^3}
-\frac{8\pi}{3}\,\mathbf s_1\!\cdot\!\mathbf s_2\,\delta(\mathbf r)\right].
\end{align}
The second line uses
$\partial_i\partial_j(1/r)=(3\hat r_i\hat r_j-\delta_{ij})/r^3-\frac{4\pi}{3}\delta_{ij}\delta(\mathbf r)$, so that the contact coefficient is $\frac{4\pi}3-4\pi=-\frac{8\pi}3$. This is the spin-spin part of the Breit interaction. Its other parts, and retardation, are not treated here.

For two spins parallel to a unit vector $\mathbf u$, the mean of $s_{1i}s_{2j}$ is $u_iu_j/4$. The pair density $|\Phi_-|^2$ vanishes at $\mathbf r=0$, so the contact term drops out:
\begin{equation}
E(\mathbf u)=\frac{\alpha^2}{4}\left\langle\frac{1-3(\mathbf u\cdot\hat{\mathbf r})^2}{r^3}\right\rangle .
\label{Eu}
\end{equation}
Unlike the integral $K$, which is always positive, this energy changes sign with geometry. Parallel moments lower it when they stand head to tail and raise it when they stand side by side.

To evaluate it, write the operator as $-\partial_u^2(1/r)$; the extra contact piece has zero mean in this state. Since $\partial_u$ acts as $\partial_{1u}$ or as $-\partial_{2u}$, the operator equals $+\partial_{1u}\partial_{2u}(1/r_{12})$. Two integrations by parts move the derivatives onto the densities, and their two minus signs cancel. Expanding $|\Phi_-|^2$ into a direct and an exchange term gives
\begin{equation}
E(\mathbf u)=\frac{\alpha^2}{4}\left[G_{uu}(aa,bb)-G_{uu}(ab,ab)\right],\quad
G_{uu}(f,h)=\iint\frac{\partial_uf(1)\,\partial_uh(2)}{r_{12}} .
\end{equation}
Summed over three perpendicular directions, $G_{uu}(f,h)$ becomes $4\pi\int fh$. This is the same for both terms, so the sum of $E(\mathbf u)$ is zero. In a molecule with axial symmetry, the energy with spins across the axis is therefore minus half that with spins along it.

Closed shells add no direction dependence in a restricted determinant. They have no spin density, which removes their direct term. In their exchange term the sum over both spins of a closed orbital produces $\langle\sigma_j\sigma_i\rangle$, whose part symmetric in $i,j$ is $\delta_{ij}$. Contracted with the traceless dipolar tensor, this gives zero.

\section*{Both energies in one molecule}

I have evaluated both interactions for triplet O$_2$ at a chosen bond length of $1.20$ angstrom, with restricted open-shell Hartree--Fock orbitals in the cc-pVDZ basis. The exchange integral is $K=0.647$ eV, and diagonalizing the spin-free Coulomb matrix gives a gap of $1.294$ eV, equal to $2K$. This is a fixed-orbital value for two open orbitals, without relaxation or further correlation.

On the same densities, the LSDA exchange-correlation energy is lower by $0.998$ eV than for the same $n$ with $\mathbf m=0$ (VWN correlation; $1.003$ eV in the larger cc-pVTZ basis). This is a different quantity from $2K$, and the two need not agree. Turning the spins from along the bond to across it, or to a tilted direction, changes the LSDA energy by zero to the printed precision.

The Breit energy does change:
\begin{align}
E_{\rm along}&=6.22\times10^{-5}\ {\rm eV},\qquad
E_{\rm across}=-3.11\times10^{-5}\ {\rm eV},\nonumber\\
E_{\rm along}-E_{\rm across}&=9.33\times10^{-5}\ {\rm eV}.
\end{align}
The factor $-1/2$ required by the zero trace is visible. The third digit depends on the basis: cc-pVTZ gives $E_{\rm along}=6.26\times10^{-5}$ eV and a difference of $9.39\times10^{-5}$ eV, about 0.7\% higher, while $K$ moves by less than $0.001$ eV. By Eq.~(\ref{Eu}), the positive value along the bond means that the mean of $\cos^2\theta$, weighted by $1/r^3$, is below $1/3$: close pairs are separated mostly across the bond. This is the spin-spin contribution alone. Spin-orbit coupling also contributes to the splitting of the triplet.

The ratio of the dipolar difference to the Coulomb gap is $7.2\times10^{-5}$, while $\alpha^2=5.3\times10^{-5}$. They are of the same order because the lengths involved are of atomic size; the factor of about 1.35 between them (1.36 in cc-pVTZ) is particular to this molecule. If all lengths shrink by a factor $\lambda$, $K$ grows as $\lambda$ and the dipolar energy as $\lambda^3$, so the ratio grows as $\lambda^2$. The phrase ``$\alpha^2$ smaller'' thus belongs to atomic densities. It fails for two well-separated atoms: $K$ is built from the overlap density $ab$, which decays exponentially for bound orbitals, whereas the dipolar energy decays as $1/r^3$.

One might try to repair the manuscript by computing the classical magnetostatic energy of the spin density. For O$_2$ that gives a difference of $6.39\times10^{-5}$ eV, about 31\% below the determinant value ($6.58\times10^{-5}$ eV and 30\% in cc-pVTZ). The classical expression,
\begin{equation}
\tfrac12\sum_{p,q\in\{a,b\}}G_{uu}(pp,qq)
=G_{uu}(aa,bb)+\tfrac12\left[G_{uu}(aa,aa)+G_{uu}(bb,bb)\right],
\end{equation}
lets each electron act on itself and omits the exchange term. In a small molecule these errors matter. In a large body the long-range part can be treated classically, as follows.

\section*{From pairs of spins to the shape of the body}

Consider a uniform gas fully polarized along $\mathbf u$, with magnetization $M=\alpha n/2$. Its pair density is $n^2-\rho^2(r)$. In the interior the exchange hole $\rho^2(r)$ is spherical, and $1-3(\mathbf u\cdot\hat{\mathbf r})^2$ averages to zero over a sphere. The hole contributes no anisotropy. Consequently, even a local functional fitted to the spin-spin exchange energy of this gas would not supply the missing term.

What remains is the direct part, $n^2$ times the dipolar kernel. It falls as $1/r^3$ while the volume of a shell grows as $r^2\,dr$, so distant regions matter and the result depends on the outer boundary. Let $F(\mathbf k)$ be the Fourier transform of the function that is 1 inside the body and 0 outside. The operator $-\partial_u^2(1/r)$ has the transform $4\pi k_u^2/k^2$ and exceeds the dipolar kernel by $\frac{4\pi}3\delta(\mathbf r)$. Hence, for volume $V$,
\begin{equation}
E(\mathbf u)=\frac{M^2}{2}\left[\int\!\frac{d^3k}{(2\pi)^3}\,\frac{4\pi k_u^2}{k^2}\,|F|^2-\frac{4\pi}{3}V\right]
=2\pi M^2V\left(N_u-\tfrac13\right),
\label{shape}
\end{equation}
where $N_u$ is the average of $k_u^2/k^2$ with weight $|F|^2$, and $\int d^3k\,|F|^2/(2\pi)^3=V$ has been used. These $N_u$ are the demagnetizing factors. Because $k_x^2+k_y^2+k_z^2=k^2$, they add up to 1.

For a spheroid with semi-axes $a,a,c$, rescaling the coordinates turns the body into a sphere. $F$ then depends only on the length of $\boldsymbol\kappa=(ak_x,ak_y,ck_z)$, and the average runs over the directions of $\boldsymbol\kappa$. With $\kappa_z=\kappa u$ and $q=c/a$,
\begin{equation}
N_z=\int_0^1\!\frac{u^2/c^2}{u^2/c^2+(1-u^2)/a^2}\,du
=\int_0^1\!\frac{u^2\,du}{u^2+q^2(1-u^2)} .
\end{equation}
The energy difference between magnetization along $z$ and along $x$ is
\begin{equation}
\frac{E_z-E_x}{V}=2\pi M^2(N_z-N_x)=\pi M^2(3N_z-1),
\end{equation}
since $N_x=(1-N_z)/2$. A sphere has $N_z=1/3$ and no shape anisotropy. A long needle has $N_z\to0$ and prefers its axis. A wide film has $N_z\to1$, and perpendicular magnetization costs $2\pi M^2$ per volume.

The same law holds for moments $\mu$ on a simple cubic lattice of spacing $d$, with $M=\mu/d^3$, up to surface corrections. In units of $\mu^2/d^3$ per site (the program writes this unit with $a$ for the lattice spacing $d$, not the semi-axis), a prolate body with $q=2$ has $N_z=0.1736$ and a predicted difference of $-1.506$; the explicit sum over all pairs gives $-1.500$. For $q=0.5$, $N_z=0.5272$, the law gives $1.827$ and the sum $1.819$. The bodies have semi-axes of 20 and 40 spacings, and the deviations are below 0.5\% of the law.

These two bodies have the same density and magnetization inside, yet they prefer different directions. A local or semilocal functional sees only the density and its gradients near each point. It assigns both interiors the same energy per volume, and shape can enter only through surface terms. This is a second reason, independent of rotational invariance, why it cannot contain the bulk shape anisotropy.

\section*{The size of the effect in a film}

Take a model film: a simple cubic lattice with $d=2.5$ angstrom and two unpaired electrons per site. Then $\mu=2(\alpha/2)=\alpha$. The spacing is $2.5/0.529177=4.724$ bohr, so $d^3=105.44$ bohr$^3$. For a thick film,
\begin{equation}
\frac{2\pi\mu^2}{d^3}=\frac{6.2832\times5.325\times10^{-5}}{105.44}\ {\rm hartree}
=8.63\times10^{-5}\ {\rm eV\ per\ atom}
\end{equation}
in favour of in-plane magnetization. A single layer gives $9.31\times10^{-5}$ eV per atom, because its lattice sum is $6.775$ instead of $2\pi=6.283$. In a thick film the other layers contribute the difference, $-0.492$, to an interior site.

For comparison with exchange, the film anisotropy per electron is $2\pi M^2/n=\frac\pi2\alpha^2n$. Dividing by Eq.~(\ref{gain}),
\begin{equation}
\frac{\frac\pi2\alpha^2n}{g_x}=8.18\,\alpha^2n^{2/3}\qquad(n\ \text{in bohr}^{-3}).
\end{equation}
Here $n=2/105.4=0.0190$ bohr$^{-3}$ and $n^{2/3}=0.0711$, so the ratio is $3.1\times10^{-5}$. The exchange gain of a uniform gas of this density is $2.79$ eV per atom. It serves as a scale for the model, not as the exchange energy of a particular metal.

The small ratio does not make the dipolar term negligible for the question the manuscript asks. The exchange energy is the same for every common spin direction and cancels from the anisotropy. What is left to compete with the shape term is the magnetocrystalline anisotropy, which is absent from a calculation without spin-orbit coupling.

\section*{Recommendation}

The first step of the argument should be withdrawn: the spin dependence of the functional is Coulomb exchange and correlation, and no magnetic moment enters it. Exchange supplies the gain on polarization; in LSDA, correlation takes back part of it. The second and third steps then fall with it. The authors should include spin-orbit coupling to obtain the magnetocrystalline part, and add the magnetostatic energy separately, from a sum over the computed site moments or, for a thick film on a cubic lattice, from $2\pi M^2$ per volume. Both treat each site as a point dipole and are adequate only when the spin density on a site is nearly spherical. O$_2$ is a case where it is not: one electron's moment placed on each nucleus, a distance $R$ apart, gives a difference of $-3\alpha^2/4R^3=-9.3\times10^{-5}$ eV, opposite in sign to the values found above from the $\pi$ orbitals. On a lattice of lower symmetry the near neighbours add an anisotropy of their own and the sum must be done: if square layers are pulled apart to a spacing $c$, the energy per site tends to the single-layer value $6.775\,\mu^2/d^3$, while the continuum law gives $(2\pi d/c)\,\mu^2/d^3$. Adding it to the functionals discussed here counts nothing twice.

\section*{Values computed for the example and the checks}
\begin{verbatim}
alpha^2 = 5.3251e-05 (dimensionless)
1 hartree = 27.21139 eV
1 bohr = 0.529177 angstrom
O2 triplet, ROHF/cc-pVDZ orbitals
  bond length = 1.20 angstrom
  ROHF total energy = -4071.081 eV
  exchange integral K = 0.6471 eV
  Coulomb singlet-triplet gap = 1.2942 eV
  LSDA spin energy Exc[n,m]-Exc[n,0] = -0.9977 eV
  largest LSDA change on spin rotation = 0.0e+00 eV
  dipolar energy, spins along bond = 6.2221e-05 eV
  dipolar energy, spins across bond = -3.1110e-05 eV
  dipolar difference along-across = 9.3331e-05 eV
  same, direct spin-density part only = 6.3938e-05 eV
  |dipolar difference| / Coulomb gap = 7.211e-05 (dimensionless)
Spheroids, (E_z - E_x) per site in units of mu^2/a^3
  prolate: c/a = 2.0, N_z = 0.1736, law = -1.5058, lattice sum = -1.5000
  oblate: c/a = 0.5, N_z = 0.5272, law = 1.8272, lattice sum = 1.8185
Film, (E_perp - E_inplane) per site in units of mu^2/a^3
  monolayer sum = 6.7752
  interior of thick film, layer sum = 6.2832
  continuum 2 pi = 6.2832
Model film, simple cubic
  spacing = 2.50 angstrom
  unpaired electrons per site = 2
  spin density = 0.1280 angstrom^-3
  spin density = 0.01897 bohr^-3
  shape anisotropy, thick film = 8.6346e-05 eV/atom
  shape anisotropy, monolayer = 9.3108e-05 eV/atom
  uniform-gas exchange gain = 2.7862 eV/atom
  anisotropy / exchange gain = 3.099e-05 (dimensionless)
  prefactor of alpha^2 n^(2/3) = 8.1826 bohr^2
\end{verbatim}
